# The Best Step for a Finite-Difference Effective Mass: verification in Python

```python
"""
Result under test: the three-point effective mass has an optimal step.

Two-band model: H(k) = [[0, P k], [P k, -G]], upper band E(k), E(0) = 0.
  G    gap (eV);  m  band-edge mass (electron masses)
  A    hbar^2/(2 m) (eV angstrom^2), with P^2 = A G
  h    step in k (1/angstrom)
  eps  largest error of one eigenvalue (eV)
  sigma  standard deviation of a random eigenvalue error (eV)
Curvature estimate: D = [E(h) - 2 E(0) + E(-h)] / h^2, true value 2 A.
Claim: the guaranteed error 2 A^2 h^2/G + 4 eps/h^2 is least at
h = (2 eps G/A^2)^(1/4), where the relative error is sqrt(8 eps/G).
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar

A_FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
CORNERS = np.array(list(itertools.product([-1.0, 1.0], repeat=3)))
STENCIL = np.array([1.0, -2.0, 1.0])


def band(k, A, G):
    """Upper eigenvalue of the two-band matrix for an array of k."""
    k = np.atleast_1d(np.asarray(k, dtype=float))
    H = np.zeros((k.size, 2, 2))
    H[:, 0, 1] = H[:, 1, 0] = np.sqrt(A * G) * k
    H[:, 1, 1] = -G
    return np.linalg.eigvalsh(H)[:, 1]


def curvature(h, A, G):
    """Noise-free three-point curvature."""
    return float(STENCIL @ band([h, 0.0, -h], A, G)) / h**2


def noisy_curvatures(h, eps, A, G):
    """Three-point curvatures for every sign combination of the errors."""
    energies = band([h, 0.0, -h], A, G) + eps * CORNERS
    return energies @ STENCIL / h**2


def worst_error(h, eps, A, G):
    """Largest relative curvature error over all sign combinations."""
    return np.max(np.abs(noisy_curvatures(h, eps, A, G) / (2 * A) - 1))


def search_minimum(error_of_h):
    """Numerical minimum of an error function over the step."""
    found = minimize_scalar(lambda u: error_of_h(np.exp(u)),
                            bounds=(np.log(1e-4), np.log(0.1)),
                            method="bounded", options={"xatol": 1e-7})
    return np.exp(found.x), found.fun


def step_formula(eps, A, G):
    return (2 * eps * G / A**2) ** 0.25


# Derivatives of the band from the symbolic matrix eigenvalue
ks = sp.symbols("k", real=True)
As, Gs = sp.symbols("A G", positive=True)
Hs = sp.Matrix([[0, sp.sqrt(As * Gs) * ks], [sp.sqrt(As * Gs) * ks, -Gs]])
upper = [v for v in Hs.eigenvals() if sp.simplify(v.subs(ks, 0)) == 0]
assert len(upper) == 1
for order, expected in ((2, 2 * As), (4, -24 * As**2 / Gs),
                        (6, 1440 * As**3 / Gs**2)):
    value = sp.diff(upper[0], ks, order).subs(ks, 0)
    assert sp.simplify(value - expected) == 0

mass, G, eps = 0.07, 1.5, 1e-6
A = A_FREE / mass

# Nonparabolic bias; the next term changes it by the fraction 2 x
for h in (0.005, 0.01, 0.02):
    x = A * h**2 / G
    ratio = (curvature(h, A, G) - 2 * A) / (-2 * A**2 * h**2 / G)
    assert abs(ratio - 1) < 2.1 * x

# Optimal step and least error by search, for two masses and several noises
scan = []
for trial_mass in (mass, 0.2):
    A_trial = A_FREE / trial_mass
    for trial_eps in (1e-4, 1e-5, 1e-6, 1e-7, 1e-8):
        h_found, err_found = search_minimum(
            lambda h: worst_error(h, trial_eps, A_trial, G))
        h_law = step_formula(trial_eps, A_trial, G)
        err_law = np.sqrt(8 * trial_eps / G)
        x = np.sqrt(2 * trial_eps / G)
        # neglected band terms are of relative order x
        assert abs(h_found / h_law - 1) < 2 * x + 5e-4
        assert abs(err_found / err_law - 1) < 2 * x + 5e-4
        if trial_mass == mass:
            scan.append((trial_eps, h_found, h_law, err_found, err_law))
slope = np.polyfit(np.log([s[0] for s in scan]),
                   np.log([s[1] for s in scan]), 1)[0]
assert abs(slope - 0.25) < 0.003

h_opt = step_formula(eps, A, G)
best = worst_error(h_opt, eps, A, G)

# Cost of a step that is wrong by a factor
costs = {}
for factor in (0.5, 2.0, 3.0):
    costs[factor] = worst_error(factor * h_opt, eps, A, G) / best
    assert abs(costs[factor] / ((factor**2 + factor**-2) / 2) - 1) < 0.03

# Random errors: independent, or identical at h and -h
rng = np.random.default_rng(7)
sigma = 1e-6
draws = rng.normal(0.0, sigma, (200000, 3))
tied = draws.copy()
tied[:, 2] = tied[:, 0]
random_results = []
for label, sample, weight in (("independent", draws, np.sqrt(6)),
                              ("tied at +h,-h", tied, np.sqrt(8))):
    noise = sample @ STENCIL

    def rms_error(h):
        total = curvature(h, A, G) - 2 * A + noise / h**2
        return np.sqrt(np.mean(total**2)) / (2 * A)

    h_found, err_found = search_minimum(rms_error)
    h_law = (weight * sigma * G / (2 * A**2)) ** 0.25
    err_law = np.sqrt(weight * sigma / G)
    # sampling error of 200000 draws is a few parts in a thousand
    assert abs(h_found / h_law - 1) < 0.01
    assert abs(err_found / err_law - 1) < 0.01
    random_results.append((label, h_found, h_law, err_found, err_law))

# Real rounding of the eigenvalues to a spacing 2 eps, random band offsets
n = 200000
steps = h_opt * rng.uniform(0.98, 1.02, n)
offset = rng.uniform(0.0, 1.0, n)
spacing = 2 * eps
edge = np.round((offset + band(0.0, A, G)[0]) / spacing) * spacing
side_plus = np.round((offset + band(steps, A, G)) / spacing) * spacing
side_minus = np.round((offset + band(-steps, A, G)) / spacing) * spacing
rounded_error = np.abs((side_plus - 2 * edge + side_minus) / steps**2 - 2 * A)
bound = 2 * A**2 * steps**2 / G + 4 * eps / steps**2
rounding_ratio = np.max(rounded_error / bound)
assert 0.98 < rounding_ratio < 1 + 1e-6

# Interval of masses at the optimal step
masses = A_FREE * 2 / noisy_curvatures(h_opt, eps, A, G)
assert abs(masses.min() / mass - 1) < 1e-5
assert abs(masses.max() / mass - 1 - np.sqrt(8 * eps / G)) < 2e-5

print("INPUT")
print(f"band-edge mass m = {mass:.2f} electron masses")
print(f"gap G = {G:.1f} eV")
print(f"eigenvalue error bound eps = {eps:.0e} eV")
print(f"hbar^2/(2 m_e) = {A_FREE:.4f} eV angstrom^2")
print(f"A = hbar^2/(2 m) = {A:.3f} eV angstrom^2")
print(f"true curvature 2A = {2*A:.2f} eV angstrom^2")
print(f"bias coefficient B = 2A^2/G = {2*A**2/G:.1f} eV angstrom^4")
print("OPTIMUM FOR BOUNDED ERRORS")
print(f"h_opt (formula) = {h_opt:.6f} 1/angstrom")
print(f"h_opt (formula) = {h_opt*BOHR:.6f} 1/bohr")
print(f"A h_opt^2 = {1000*A*h_opt**2:.4f} meV")
print(f"x = A h_opt^2/G = {A*h_opt**2/G:.6f} (no unit)")
print(f"bias part B h^2 = {2*A**2*h_opt**2/G:.5f} eV angstrom^2")
print(f"noise part 4 eps/h^2 = {4*eps/h_opt**2:.5f} eV angstrom^2")
print(f"relative error, formula = {100*np.sqrt(8*eps/G):.4f} %")
print(f"relative error, diagonalization = {100*best:.4f} %")
print(f"smallest mass at h_opt = {masses.min():.6f} electron masses")
print(f"largest mass at h_opt = {masses.max():.6f} electron masses")
print("STEP TABLE: h (1/angstrom), bias %, noise %, sum %, diagonalized %")
for h in (0.001, 0.002, h_opt, 0.02, 0.05):
    b, c = 100 * A * h**2 / G, 100 * 2 * eps / (A * h**2)
    w = 100 * worst_error(h, eps, A, G)
    print(f"{h:.5f}  {b:.4f}  {c:.4f}  {b+c:.4f}  {w:.4f}")
print("NOISE TABLE: eps (eV), h searched, h formula (1/angstrom),"
      " error searched %, formula %")
for e, hf, hl, ef, el in scan:
    print(f"{e:.0e}  {hf:.6f}  {hl:.6f}  {100*ef:.4f}  {100*el:.4f}")
print(f"fitted power of eps in searched h = {slope:.4f} (no unit)")
print("COST OF A WRONG STEP: factor on h, factor on worst error")
for factor, cost in costs.items():
    print(f"{factor:.1f}  {cost:.3f}")
print(f"RANDOM ERRORS, sigma = {sigma:.0e} eV: h sampled, h formula"
      " (1/angstrom), rms error sampled %, formula %")
for label, hf, hl, ef, el in random_results:
    print(f"{label}: {hf:.5f}  {hl:.5f}  {100*ef:.4f}  {100*el:.4f}")
print(f"rounding spacing = {spacing:.0e} eV")
print(f"largest rounded error / bound = {rounding_ratio:.4f} (no unit)")
print("done: every assertion held")
```

It prints:

```
INPUT
band-edge mass m = 0.07 electron masses
gap G = 1.5 eV
eigenvalue error bound eps = 1e-06 eV
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
A = hbar^2/(2 m) = 54.428 eV angstrom^2
true curvature 2A = 108.86 eV angstrom^2
bias coefficient B = 2A^2/G = 3949.9 eV angstrom^4
OPTIMUM FOR BOUNDED ERRORS
h_opt (formula) = 0.005641 1/angstrom
h_opt (formula) = 0.002985 1/bohr
A h_opt^2 = 1.7321 meV
x = A h_opt^2/G = 0.001155 (no unit)
bias part B h^2 = 0.12570 eV angstrom^2
noise part 4 eps/h^2 = 0.12570 eV angstrom^2
relative error, formula = 0.2309 %
relative error, diagonalization = 0.2307 %
smallest mass at h_opt = 0.070000 electron masses
largest mass at h_opt = 0.070162 electron masses
STEP TABLE: h (1/angstrom), bias %, noise %, sum %, diagonalized %
0.00100  0.0036  3.6746  3.6782  3.6782
0.00200  0.0145  0.9186  0.9332  0.9331
0.00564  0.1155  0.1155  0.2309  0.2307
0.02000  1.4514  0.0092  1.4606  1.4199
0.05000  9.0714  0.0015  9.0729  7.7256
NOISE TABLE: eps (eV), h searched, h formula (1/angstrom), error searched %, formula %
1e-04  0.018047  0.017839  2.2829  2.3094
1e-05  0.010068  0.010032  0.7276  0.7303
1e-06  0.005648  0.005641  0.2307  0.2309
1e-07  0.003173  0.003172  0.0730  0.0730
1e-08  0.001784  0.001784  0.0231  0.0231
fitted power of eps in searched h = 0.2511 (no unit)
COST OF A WRONG STEP: factor on h, factor on worst error
0.5  2.127
2.0  2.109
3.0  4.470
RANDOM ERRORS, sigma = 1e-06 eV: h sampled, h formula (1/angstrom), rms error sampled %, formula %
independent: 0.00499  0.00499  0.1278  0.1278
tied at +h,-h: 0.00518  0.00517  0.1374  0.1373
rounding spacing = 2e-06 eV
largest rounded error / bound = 0.9981 (no unit)
done: every assertion held
```
